Mean and variance of directional hopping on randomly oriented bonds

**Problem**

In many amorphous oxide semiconductors the conduction band is built largely from metal s orbitals. An s orbital is spherical, so the hopping between two of them, if the influence of other atoms is neglected, depends on their distance but not on the direction of the bond. To see what this is worth, consider the opposite case, an orbital with a direction of its own. Let the hopping energy on a bond be

t = V cos²θ,

where θ is the angle between the bond and a fixed axis z, and V is the hopping of a bond parallel to z. All bonds have the same length, so V is the same for all of them. The bond directions are isotropically random: equal solid angles are equally probable.

(a) Find the mean ⟨t⟩ and the variance Var t = ⟨t²⟩ − ⟨t⟩².

(b) Find the probability density of t for V > 0, and the value below which half of the bonds lie.

(c) Show which orbitals give this law, and find how the results change when a second coupling, neglected in it, is restored. Compare with s orbitals.

(d) A site has four bonds. Find the variance of the sum of their hoppings when the four directions are independent, and when they form a rigid regular tetrahedron with random orientation.

For numbers, take the round model value V = 1.5 eV.

**First estimate by scaling**

V is the only energy in the problem. The mean must therefore be proportional to V and the variance to V²:

⟨t⟩ = aV,  Var t = bV²,

with pure numbers a and b that depend on the distribution of directions alone. Doubling V doubles the mean and the standard deviation and leaves their ratio unchanged.

To estimate a and b, replace the sphere of directions by its three Cartesian axes, each with probability 1/3. A bond along z has t = V, and a bond along x or y has t = 0. Then

⟨t⟩ ≈ (V + 0 + 0)/3 = V/3,

⟨t²⟩ ≈ (V² + 0 + 0)/3 = V²/3,

Var t ≈ V²/3 − V²/9 = 2V²/9.

This gives a ≈ 0.33 and b ≈ 0.22.

A second crude estimate uses only the fact that t lies between 0 and V, and spreads it evenly over that interval. The mean is then V/2, the mean square is V²/3, and the variance is V²/3 − V²/4 = V²/12, so that a ≈ 0.50 and b ≈ 0.08. The two estimates agree that the fluctuation is comparable with the mean, but their values of b differ by a factor of 2.7. The actual distribution of directions has to decide.

**Exact solution**

*(a) Mean and variance*

On the unit sphere the element of solid angle is sinθ dθ dφ, and the whole sphere has solid angle 4π. The average of a function f(θ) over isotropic directions is

⟨f⟩ = (1/4π) ∫₀^{2π} dφ ∫₀^π dθ sinθ f(θ).

Since f does not depend on φ, the φ integral gives 2π, and the prefactor becomes 1/2. Now set u = cosθ, so that du = −sinθ dθ. The limits θ = 0 and θ = π become u = 1 and u = −1, and the minus sign reverses them:

⟨f⟩ = ½ ∫₋₁^{1} du f(u).

Thus u is evenly distributed between −1 and 1. The angle θ is not evenly distributed: its density is ½ sinθ, which vanishes at the poles, where the circles of constant θ shrink to points.

The two moments needed are

⟨u²⟩ = ½ ∫₋₁^{1} u² du = ½ · (2/3) = 1/3,

⟨u⁴⟩ = ½ ∫₋₁^{1} u⁴ du = ½ · (2/5) = 1/5.

The first can be had without an integral. If n is the unit vector along the bond, then n_x² + n_y² + n_z² = 1. The three terms have equal averages by isotropy, so each average is 1/3.

With t = Vu² and t² = V²u⁴,

⟨t⟩ = V/3,

⟨t²⟩ = V²/5,

Var t = V²/5 − V²/9 = (9 − 5)V²/45 = 4V²/45.

The standard deviation is the square root of the variance,

σ_t = 2|V|/√45 = 2|V|/(3√5),

and its ratio to the size of the mean is

σ_t/|⟨t⟩| = [2|V|/(3√5)] · [3/|V|] = 2/√5 ≈ 0.894.

For V = 1.5 eV the mean is 1.5/3 = 0.5 eV. The mean square is 2.25/5 = 0.45 eV², and the variance is 0.45 − 0.25 = 0.20 eV². The standard deviation is 0.447 eV. The direction of the bonds alone, with no disorder in their length, makes the hopping fluctuate by 89% of its mean.

Numerical integration over the sphere reproduces these values. A random sample of 400000 bonds gives a mean of 0.4999 eV with a standard error of 0.0007 eV, and a variance of 0.2004 eV² with a standard error of 0.0003 eV². Both agree with the formulas within about one standard error.

The measure matters. If θ itself were evenly distributed between 0 and π, the identity cos²θ = ½(1 + cos2θ) would give

⟨cos²θ⟩ = ½,

⟨cos⁴θ⟩ = ¼⟨1 + 2cos2θ + cos²2θ⟩ = ¼(1 + 0 + ½) = 3/8,

and hence a mean V/2 and a variance V²(3/8 − 1/4) = V²/8. For V = 1.5 eV these are 0.75 eV and 0.28 eV². They are wrong for isotropic bonds in space, but right for another system: a planar network whose bonds are randomly directed within a plane that contains z. Confining the bonds to that plane removes many directions perpendicular to z, and the mean rises.

*(b) Distribution of the hopping*

Let V > 0 and 0 < x < V. The condition t < x means u² < x/V, or |u| < √(x/V). Since u is evenly distributed on an interval of length 2, the probability is the length 2√(x/V) divided by 2:

P(t < x) = √(x/V).

The density is the derivative with respect to x, taken at x = t:

p(t) = 1/(2√(Vt)),  0 < t < V.

It reproduces the moments found above:

∫₀^V t p(t) dt = (1/(2√V)) · (2/3)V^{3/2} = V/3,

∫₀^V t² p(t) dt = (1/(2√V)) · (2/5)V^{5/2} = V²/5.

The density grows without bound as t → 0, but its integral stays finite. The reason is that dt/du = 2Vu vanishes at u = 0. Near the equator of the sphere a whole band of directions has almost the same, very small hopping. At the upper end the density falls to 1/(2V).

Half of the bonds lie below the value x for which √(x/V) = ½, that is x = V/4. This median is smaller than the mean V/3, because a minority of well-aligned bonds carries much of the average. For V = 1.5 eV the median is 0.375 eV, and in the random sample a fraction 0.501 of the bonds lies below it.

The mean and the standard deviation therefore should not be read as the parameters of a bell-shaped curve. One standard deviation below the mean is 0.5 − 0.447 = 0.053 eV, close to the lower edge of the allowed range, and the most probable hoppings are near zero.

*(c) Orbitals behind the law*

Place a p_z orbital on each end of the bond, with the positive lobes pointing the same way. A p orbital has the form (a·r)g(r), where a is the unit vector along its lobes and r is measured from its own centre. It is linear in a, so it can be decomposed like a vector. Let b be the unit vector along the bond, and let e be the unit vector perpendicular to b, in the plane of b and z, for which

z = cosθ b + sinθ e.

On each centre, then,

p_z = cosθ p_b + sinθ p_e.

Let h be the one-electron Hamiltonian of the pair, and assume that it is symmetric about the bond. This is the two-centre approximation, which ignores the potential of the other atoms. With the first orbital on centre 1 and the second on centre 2,

⟨p_z|h|p_z⟩ = cos²θ ⟨p_b|h|p_b⟩ + sinθ cosθ (⟨p_b|h|p_e⟩ + ⟨p_e|h|p_b⟩) + sin²θ ⟨p_e|h|p_e⟩.

Reflect the pair in the plane that contains the bond and is perpendicular to e. The reflection leaves h and p_b unchanged and reverses the sign of p_e. Each mixed element therefore equals its own negative and vanishes. Writing V_σ for the element between orbitals along the bond and V_π for the one between orbitals across it,

t = V_σ cos²θ + V_π sin²θ.

The law of the problem follows for V_π = 0 and V_σ = V.

To restore V_π, use sin²θ = 1 − cos²θ:

t = V_π + (V_σ − V_π) u².

The constant V_π shifts the mean and does not affect the variance. The second term has the form already treated, with V replaced by V_σ − V_π. Hence

⟨t⟩ = V_π + (V_σ − V_π)/3 = (V_σ + 2V_π)/3,

Var t = 4(V_σ − V_π)²/45.

The weights 1 and 2 in the mean reflect one direction along the bond and two across it. If V_π = V_σ the variance vanishes, since the hopping no longer distinguishes directions.

With r = V_π/V_σ the relative fluctuation becomes

σ_t/|⟨t⟩| = (2/√5) |1 − r|/|1 + 2r|.

For small r the last factor is approximately 1 − 3r, so the simple result requires |r| to be small compared with 1/3. Even r = −0.1 raises the ratio from 0.89 to 1.23. Commonly used tight-binding parameters for sp-bonded solids have r of about −0.25 to −0.3, outside this regime; at r = −0.25 the ratio is 2.24. For negative r the two couplings oppose each other in the mean, which vanishes at r = −½, while their difference, which sets the variance, grows.

For s orbitals the argument is shorter. Rotating the pair as a whole changes the direction of the bond but neither the orbitals, which are spherical, nor the matrix element. So t = V_ss for every direction, and at fixed bond length

⟨t⟩ = V_ss,  Var t = 0.

These statements can be checked on actual orbitals. Take Gaussian s and p orbitals with exponent 0.5 bohr⁻² on two unit point charges 3.0 bohr apart, and let h be the kinetic energy plus the attraction to both charges. The s–s element is −4.77 eV, and over 24 bond directions it does not change within the six decimals printed. The p elements are V_σ = 4.566 eV and V_π = −2.667 eV, and the law with both couplings was tested in each of the 24 directions. The formulas give

⟨t⟩ = (4.566 − 2 · 2.667)/3 ≈ −0.256 eV,

Var t = 4(4.566 + 2.667)²/45 ≈ 4.65 eV²,

in agreement with the weighted averages of the computed elements, −0.256 eV and 4.65 eV². The standard deviation, 2.16 eV, is about 8.4 times the size of the mean.

Here r ≈ −0.58, close to the value −½ at which the mean vanishes. Dropping V_π would give a mean of 4.566/3 ≈ 1.52 eV instead of −0.256 eV. For this pair the neglect of V_π is not justified. The numbers show the symmetry of the elements and are not hopping parameters of a material: the orbitals on the two centres overlap, and no correction for this overlap has been made. The mean is a small remainder of two larger terms of opposite sign, and such a correction can change even its sign: symmetric orthogonalization of the six p orbitals gives V_σ = 6.77 eV, V_π = −3.23 eV, r ≈ −0.48 and a mean of +0.10 eV. The mean and the ratio 8.4 are equally sensitive to the model parameters. With exponents 0.45 and 0.55 bohr⁻² the mean is −0.51 and −0.014 eV and the ratio 4.2 and about 160, and at 3.2 bohr the mean is +0.19 eV. In all these cases V_π is not small compared with V_σ/3.

*(d) Four bonds at one site*

Let S = t₁ + t₂ + t₃ + t₄, again with V_π = 0. The mean of a sum is the sum of the means, whether or not the bonds are correlated:

⟨S⟩ = 4V/3.

For independent directions the variances add as well:

Var S = 4 · 4V²/45 = 16V²/45.

For V = 1.5 eV this gives a mean of 2.0 eV and a variance of 4 · 0.20 = 0.80 eV². The random sample gives 2.002 eV and 0.799 eV².

For the tetrahedron, choose coordinates fixed to the bonds. Their unit vectors are

b₁ = (1, 1, 1)/√3,  b₂ = (1, −1, −1)/√3,

b₃ = (−1, 1, −1)/√3,  b₄ = (−1, −1, 1)/√3.

In this frame the axis z is a random unit vector m = (m₁, m₂, m₃), and the hopping on bond i is V(m·b_i)². The squares are

(m·b₁)² = (m₁ + m₂ + m₃)²/3,

(m·b₂)² = (m₁ − m₂ − m₃)²/3,

(m·b₃)² = (−m₁ + m₂ − m₃)²/3,

(m·b₄)² = (−m₁ − m₂ + m₃)²/3.

In the sum each of m₁², m₂², m₃² appears four times with the factor 1/3. The product 2m₁m₂ appears with signs +, −, −, +, the product 2m₁m₃ with +, −, +, −, and the product 2m₂m₃ with +, +, −, −. All three cancel, and

S = (4V/3)(m₁² + m₂² + m₃²) = 4V/3

for every orientation. The variance of the sum is zero, although each bond taken alone is isotropic and still has the variance 4V²/45. The sample confirms both: the sum is 2.000 eV with variance 0.000 eV², while a single bond has variance 0.200 eV².

The fluctuations cancel because the bonds are correlated. Let C be the covariance of two different bonds, which by symmetry is the same for all pairs. The variance of the sum contains four variances and 4 · 3 = 12 ordered pairs:

0 = 4 Var t + 12C,  so C = −(Var t)/3.

When one bond turns towards z, the others on average turn away from it.

The sum S has a direct meaning in a model with one orbital per site and equal site energies. Acting on a state with the same amplitude ψ on every site, the hopping part of the Hamiltonian gives the amplitude Sψ at each site. If S is the same everywhere, the uniform state is an eigenstate in spite of the random bonds. For s orbitals this holds whenever all bonds have equal length and all sites have the same number of neighbours. For directional orbitals it needs, in addition, a special arrangement of the bonds around each site, such as the rigid tetrahedron. The variance of a single bond therefore does not by itself determine how strongly disorder affects the band. The statement concerns one state only, which is the top of the band for V > 0 and the bottom for V < 0. The rest of the band still feels the orientation: the sum of the squared hoppings at a tetrahedral site, which is the second moment of its local density of states, varies from 4V²/9 for z along a cube axis to 28V²/27 for z along a bond.

**Comparison of the estimate with the exact result**

Scaling gave the correct powers of V, and the ratio of standard deviation to mean is indeed independent of V. The pure numbers compare as follows.

Three axes: a = 1/3, b = 2/9 ≈ 0.222.

Even spread of t: a = 1/2, b = 1/12 ≈ 0.083.

Exact: a = 1/3, b = 4/45 ≈ 0.089.

The three-axis estimate has the exact mean. The mean needs only ⟨n_z²⟩, and this is 1/3 for any distribution that treats x, y and z alike, because the three squares add to 1. The variance also needs ⟨n_z⁴⟩, which that symmetry does not fix. On the three axes n_z² is either 0 or 1, so n_z⁴ = n_z² and the fourth moment is 1/3. On the full sphere intermediate directions lower it to 1/5. The estimated variance is too large by the factor

(2/9)/(4/45) = 90/36 = 2.5,

and the standard deviation by √2.5 ≈ 1.6.

The even spread of t has the opposite fault. Its variance is only 6% below the exact one, but its mean is 50% above the exact mean. It misses the crowding of bonds near t = 0 found in part (b). The near agreement of one moment does not show that the assumed distribution is right.

**Conditions on the result**

The exact values rest on the neglect of V_π, fixed bond length, isotropy and a single orbital direction. Part (c) relaxed the first condition; the others can be relaxed as well.

If the bond length varies, V varies too. Suppose that it does so independently of direction, with mean ⟨V⟩ and variance Var V. Then ⟨t⟩ = ⟨V⟩/3 and ⟨t²⟩ = ⟨V²⟩/5. With ⟨V²⟩ = ⟨V⟩² + Var V,

Var t = (⟨V⟩² + Var V)/5 − ⟨V⟩²/9 = 4⟨V⟩²/45 + (Var V)/5.

The first term is the cost of directionality for an orbital tied to the fixed axis z, and it remains when all lengths are equal. In the two-centre approximation an s orbital has no such term, and its hopping varies only as V_ss varies with length. In a real solid the surroundings of the bond also differ from place to place, and they can change the hopping even at fixed length.

If the film has a preferred direction along z, define the order parameter Q = ⟨(3u² − 1)/2⟩. Solving for the second moment gives ⟨u²⟩ = (1 + 2Q)/3, and the mean becomes V(1 + 2Q)/3. It runs from 0 for bonds perpendicular to z (Q = −½) to V for bonds parallel to it (Q = 1). At both ends all bonds are equivalent and the variance vanishes.

Finally, a p_z orbital also couples to the p_x and p_y orbitals of its neighbour. With V_π = 0 only the components along the bond contribute, and the element between p_z and p_x is V n_z n_x. Its mean is zero for isotropic bonds, because n_x and −n_x are equally probable, but on a given bond it is generally not zero. A band made of all three p orbitals needs these elements as well, and the mean and variance of t describe one part of its hopping matrix. The full 3 × 3 matrix of a single bond has the eigenvalues V_σ, V_π, V_π for every direction, so for such a band the direction of one bond in space has no effect on the spectrum of the pair, and the disorder lies in the angles between bonds. The variance found here applies to a single orbital direction fixed throughout the sample and is not a measure of the angular disorder in a real amorphous p-bonded network.

The integrated and sampled values, and the uncorrected matrix elements at exponent 0.5 bohr⁻² and 3.0 bohr, are listed in the numerical output below.

Computed results

```
Hopping V of a bond along z: 1.500 eV
Integration over the sphere:
  mean hopping: 0.500000 eV
  mean square hopping: 0.450000 eV^2
  variance: 0.200000 eV^2
  standard deviation: 0.447214 eV
  mean / V: 0.333333
  variance / V^2: 0.088889
  standard deviation / mean: 0.894427
Random sampling, number of bonds: 400000
  mean: 0.49989 eV
  standard error of mean: 0.00071 eV
  variance: 0.20035 eV^2
  standard error of variance: 0.00034 eV^2
  V/4: 0.3750 eV
  fraction of bonds below V/4: 0.5009
Wrong measure, theta uniform:
  mean: 0.750000 eV
  variance: 0.281250 eV^2
Sum of four hoppings at a site:
  independent bonds, mean: 2.0016 eV
  independent bonds, variance: 0.7988 eV^2
  rigid tetrahedron, mean: 2.0000 eV
  rigid tetrahedron, variance: 0.0000 eV^2
  tetrahedron, one-bond variance: 0.2001 eV^2
Gaussian orbitals on two unit point charges:
  distance: 3.0 bohr
  Gaussian exponent: 0.5 bohr^-2
  number of bond directions: 24
  s-s element: -4.7700 eV
  largest change of s-s with direction: 0.000000 eV
  p-p sigma element: 4.5661 eV
  p-p pi element: -2.6666 eV
  p_z-p_z mean over directions: -0.2557 eV
  p_z-p_z variance: 4.6499 eV^2
  p_z-p_z standard deviation: 2.1564 eV
```
